Cycle-averaged field of a radio-frequency sheath with a sharp electron edge, part 1

(Sections cited here and not found follow in the second part.)

## First half: the field at a fixed point and its average

A plasma faces a flat electrode through which a radio-frequency current flows. Next to the electrode lies a sheath: a layer which the electrons enter and leave once per cycle, while the much heavier ions form a nearly steady background of positive charge. The problem is to find the electric field that a fixed point of this layer feels on average over a cycle. This is the field that heavy ions respond to when they need many cycles to cross the sheath.

The x axis points from the plasma to the electrode, and E is the field component along it, so that a positive E pushes ions towards the electrode. The model rests on the following assumptions.

1. Everything depends on x and time t alone.
2. The ion density n(x) is positive and does not change during the cycle.
3. The electrons end at a sharp edge, x = s(t). On the plasma side, x < s, their density equals n(x) and the field is negligible. On the electrode side, x > s, there are no electrons.
4. The electron current at the edge is sinusoidal, with amplitude J₀ per unit area and angular frequency ω. The ion current is neglected beside it.
5. The origin x = 0 is the position of the edge when it is furthest from the electrode. The electrode stands at x = s_m, which the edge just reaches at the opposite end of its stroke.

Phase is written θ = ωt and is counted from the instant when the edge is at x = 0, that is, when the sheath is fully expanded. SI units are used, with e the positive elementary charge and ε₀ the vacuum permittivity.

### (a) How does the edge move, and when does it pass a given point?

Relate the position of the edge to the phase for an arbitrary ion density. Show that the edge passes each point between 0 and s_m twice per cycle, at phases +φ and −φ.

**Solution.** No electrons cross the edge, so it moves with the electrons next to it. Their density there is n(s) and their velocity is ds/dt. The charge they carry towards the electrode per unit area and time has magnitude e n(s) ds/dt. Assumption 4 then reads

e n(s) ds/dt = J₀ sin θ.

The sign fits the choice of phase: just after θ = 0 the right side is positive, and the edge sets out from x = 0 towards the electrode. Since electrons are negative, the conventional current along +x is −J₀ sin θ.

Define the ion charge per unit area between the origin and x,

Q(x) = e ∫₀ˣ n(x′) dx′.

By the chain rule, the charge between the origin and the moving edge changes at the rate

dQ(s)/dt = e n(s) ds/dt = J₀ sin θ.

Because dt = dθ/ω, this is dQ(s)/dθ = (J₀/ω) sin θ. Integration from θ = 0, where s = 0 and Q = 0, gives

Q(s) = (J₀/ω)(1 − cos θ).

The density n is positive, so Q(x) increases with x, and each value of Q belongs to one position. The edge is at x when Q(s) = Q(x), which means

1 − cos θ = ωQ(x)/J₀.

Within one cycle, −π < θ ≤ π, the left side is even in θ and rises steadily from 0 to 2 as |θ| goes from 0 to π. For a point with 0 < x < s_m there is therefore one solution φ between 0 and π, and a second solution −φ. In terms of φ,

Q(x) = (J₀/ω)(1 − cos φ).

The edge withdraws past the point at θ = −φ, reaches x = 0 at θ = 0, and returns past the point at θ = +φ. The point lies in the electron-free region for |θ| < φ, a fraction φ/π of the cycle. At the two ends, φ = 0 belongs to x = 0 and φ = π to the electrode, so that Q(s_m) = 2J₀/ω.

The phase φ is thus a label for position. It measures how much ion charge lies between the point and the origin, and it increases from the plasma to the electrode.

### (b) What is the field at the point at each instant?

Find E(x,t) for both the uncovered and the covered part of the cycle, and check that the result is consistent with current continuity.

**Solution.** While the point is uncovered, ions alone fill the space between the edge and the point. Gauss's law in one dimension is

ε₀ ∂E/∂x = e n(x), for x > s(t).

The field vanishes on the plasma side of the edge. It has no jump there, because a jump would need a charge layer of zero thickness, and the model contains none. Integration from s to x therefore starts from zero:

ε₀E(x,t) = e ∫ₛˣ n(x′) dx′ = Q(x) − Q(s).

Both charges are known from part (a). Their difference is

Q(x) − Q(s) = (J₀/ω)[(1 − cos φ) − (1 − cos θ)] = (J₀/ω)(cos θ − cos φ).

With the field scale

E₀ = J₀/(ε₀ω),

the field is

E(x,t) = E₀(cos θ − cos φ) for |θ| < φ,

E(x,t) = 0 for φ ≤ |θ| ≤ π.

The two expressions agree at |θ| = φ, so the field at the point is continuous in time. Its slope changes abruptly there, which is a consequence of the sharp edge.

The density has disappeared. It decides where in space the point labelled φ lies, but once φ is given, the field depends on the charge that the current has moved, and the current is prescribed.

For the continuity check, differentiate the uncovered field at fixed x:

ε₀ ∂E/∂t = ε₀E₀ω(−sin θ) = −J₀ sin θ.

This displacement current equals the conventional electron current on the plasma side found in part (a). The electron current that stops at the edge is continued by the changing field beyond it, with the same sign and size.

### (c) What is the average over the cycle?

Show that the cycle-averaged field at the point is proportional to sin φ − φ cos φ, and find the constant of proportionality.

**Solution.** The average runs over the complete cycle, of length 2π in phase. The covered part contributes nothing to the integral but does count in the length:

Ē = (1/2π) ∫₋π^π E dθ = (E₀/2π) ∫₋φ^φ (cos θ − cos φ) dθ.

In the integral, φ is a constant. The two terms give

∫₋φ^φ cos θ dθ = sin φ − sin(−φ) = 2 sin φ,

∫₋φ^φ cos φ dθ = 2φ cos φ.

Their difference is 2(sin φ − φ cos φ). The factor 2 cancels against the 2 in 2π, and

Ē(x) = (E₀/π)(sin φ − φ cos φ) = [J₀/(πε₀ω)](sin φ − φ cos φ).

This is the required result. For later use, write

g(φ) = sin φ − φ cos φ, so that Ē = E₀g(φ)/π.

The constant contains the current amplitude and the frequency and does not contain the ion density. The angle must be in radians, because φ also appears outside the trigonometric functions.

The independence of the profile was tested by a direct calculation. A length s₀ = J₀/(eωn₀) was formed with a reference density n₀, and two unrelated profiles were taken: n/n₀ = 1 + 0.5 sin(3x/s₀) and n/n₀ = exp(−0.4x/s₀). For each one the edge equation was integrated numerically through a cycle, the field was obtained by numerical integration of the density from the edge to the point, and this field was averaged in time. At points 0.2, 0.5 and 0.8 of the way along the stroke, the largest deviation from the formula was 7.3 × 10⁻⁹ of the formula's value.

### (d) What charge density produces the averaged field?

Differentiate Ē with respect to position and interpret the answer.

**Solution.** First differentiate with respect to the label φ. The product rule gives

dg/dφ = cos φ − (cos φ − φ sin φ) = φ sin φ,

and hence dĒ/dφ = (E₀/π) φ sin φ.

To return to position, differentiate Q(x) = (J₀/ω)(1 − cos φ):

e n(x) dx = (J₀/ω) sin φ dφ, or dφ/dx = eωn(x)/(J₀ sin φ).

Multiply the two derivatives. The sines cancel, and E₀ω/J₀ = 1/ε₀, so that

dĒ/dx = (E₀/π) φ sin φ · eωn/(J₀ sin φ) = (e n(x)/ε₀)(φ/π).

This is Gauss's law for the averaged field, with a mean charge density e n(x) φ/π. The point carries the bare ion charge density e n during the fraction φ/π of the cycle and is neutral for the rest, so this is the mean charge density to be expected. The formula of part (c) could also have been obtained by starting from this density and integrating from x = 0.

### (e) How does the average behave near the plasma and at the electrode?

Find the leading behaviour at small φ and the value at φ = π, and compare the average with the largest field that the point feels during the cycle.

**Solution.** Between φ = 0 and φ = π the derivative φ sin φ is positive, so Ē rises steadily from the plasma to the electrode. At small φ use

sin φ ≈ φ − φ³/6, φ cos φ ≈ φ − φ³/2.

The linear terms cancel, and the cubic terms leave −1/6 + 1/2 = 1/3:

g(φ) ≈ φ³/3, Ē ≈ E₀φ³/(3π).

The largest field at the point occurs at θ = 0, when the most ion charge lies between it and the edge:

E_peak = E₀(1 − cos φ) ≈ E₀φ²/2 at small φ.

The ratio Ē/E_peak is therefore approximately 2φ/(3π). It tends to zero at the plasma edge. The remaining power of φ comes from the duration of the pulse: points near x = 0 feel a field for a small fraction of the cycle.

At the electrode, sin π = 0 and −π cos π = π, so that

g(π) = π, Ē = E₀, E_peak = 2E₀.

Here the electrons are absent throughout the cycle except at the moment of contact. The field is E₀(1 + cos θ), whose oscillating part averages to zero. The mean is half the peak.

### (f) Which parts of the statement depend on the phase origin and on the sinusoidal current?

Rewrite the result for a phase counted from the moment when the edge touches the electrode. Then add a third harmonic to the current and find the change.

**Solution.** Let the edge pass the point at phases ±χ about the moment of contact. Contact and full expansion are half a cycle apart, so φ = π − χ. Then sin φ = sin χ and cos φ = −cos χ, and

g = sin χ + (π − χ) cos χ.

The form sin φ − φ cos φ thus presupposes that phase is counted from full expansion. With the other origin the same field has a different expression.

Now let the electron current be J₀(sin θ + h sin 3θ), with h constant. Since sin 3θ = sin θ (3 − 4 sin²θ), the current is sin θ times a factor which, for 0 ≤ h < 1, is at least 1 − h and so is positive. The edge still moves one way in each half cycle and passes each point at ±φ. The integral of sin 3θ from 0 is (1 − cos 3θ)/3, so the steps of parts (a) and (b) give, while the point is uncovered,

E = E₀[cos θ − cos φ + (h/3)(cos 3θ − cos 3φ)].

The average of the added term follows as in part (c), with ∫₋φ^φ cos 3θ dθ = (2/3) sin 3φ:

Ē = (E₀/π)[g(φ) + (h/3)((1/3) sin 3φ − φ cos 3φ)].

The new term is not proportional to g(φ), so the stated law fails for such a current. In the direct calculation with the exponential profile and h = 0.3, at 0.2 of the stroke, the average differed from E₀g(φ)/π by 15.3% of that value. A sinusoidal current is thus a real condition of the result, whereas the shape of the ion profile is not.

## Second half: positions, a worked reactor and the limits of the model

The first half used these symbols. The sheath extends from x = 0 to the electrode at x = s_m, and n(x) is its steady ion density. The electron current has amplitude J₀ and angular frequency ω. The sharp electron edge passes the point x at phases ±φ about full expansion. The results needed here are

e n(x) dx = (J₀/ω) sin φ dφ,

E = E₀(cos θ − cos φ) for |θ| < φ, and zero otherwise,

Ē = E₀g(φ)/π, with g(φ) = sin φ − φ cos φ and E₀ = J₀/(ε₀ω).

To turn φ into a distance, the ion density must be known. This requires a model of the ions, which the field formula itself did not need.

### (g) What ion density does the averaged field produce?

Let ions of mass M enter at x = 0 with density n₀ and the Bohm speed u_B = √(eT/M), where T is the electron temperature expressed in volts. They make no collisions, none are created in the sheath, and they follow the averaged field. Find w = n₀/n as a function of φ.

**Solution.** Let u be the ion speed. The ion flux is the same everywhere, n u = n₀u_B, so w = u/u_B. Let U(x) be the mean potential, with U(0) = 0 and dU/dx = −Ē. Energy conservation is

½Mu² + eU = ½Mu_B².

Divide by ½Mu_B² = ½eT:

w² = 1 − 2U/T.

Differentiation with respect to φ gives

2w dw/dφ = −(2/T) dU/dφ = (2/T) Ē dx/dφ.

With the length s₀ = J₀/(eωn₀), the charge relation restated above becomes dx/dφ = s₀w sin φ. Insert this and Ē = E₀g/π, and cancel 2w:

dw/dφ = [E₀s₀/(πT)] g(φ) sin φ.

The cancellation makes the right side a known function of φ. The constant can be expressed through the Debye length λ, where λ² = ε₀T/(en₀). Since E₀ = en₀s₀/ε₀, one has E₀s₀/T = s₀²/λ², and

dw/dφ = H(sin²φ − φ sin φ cos φ), H = s₀²/(πλ²).

The two integrals from zero are

∫₀^φ sin²φ′ dφ′ = φ/2 − (1/4) sin 2φ,

∫₀^φ φ′ sin φ′ cos φ′ dφ′ = ½∫₀^φ φ′ sin 2φ′ dφ′ = −(φ/4) cos 2φ + (1/8) sin 2φ.

The second one uses integration by parts. Subtract it from the first and use w(0) = 1:

w(φ) = 1 + H[φ/2 + (φ/4) cos 2φ − (3/8) sin 2φ].

### (h) How wide is the sheath, and what is its mean voltage?

Find x(φ), s_m and the mean voltage V̄. Then take the limit of large H.

For a sinusoidal current and a sharp electron edge, the mean field is Ē = E₀g(φ)/π whatever the steady ion profile, and the collisionless ion model has given the density ratio w(φ). The positions, sheath width and mean voltage asked for in part (h) remain to be found, followed by a worked reactor example and an examination of the model's limits.
